# The Annealing Front of Amorphous Defects During a Linear Heating Ramp: test program

```python
"""Annealing front of amorphous-phase defects during a linear heating ramp.

Result under test: x + ln x = ln(nu*T/beta), x = E/(k*T), where
  E    = barrier of the defects annealing at temperature T (eV)
  nu   = attempt frequency (1/s), beta = heating rate (K/s), k = Boltzmann.
It is exact for the barrier whose annealing rate peaks at T, and the
leading order at large x for the barrier whose survival is 1/e at T.
Survival is exp(-exposure), exposure = time integral of nu*exp(-E/(k*T)).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

k = constants.k / constants.e            # eV/K
h = constants.h / constants.e            # eV s
nu, beta = 1.0e13, 0.1                   # 1/s, K/s
T_start, T_read, t_store = 300.0, 400.0, 1000.0   # K, K, s
nodes, weights = np.polynomial.legendre.leggauss(200)


def solve_front(log_lambda):
    """Root x of x + ln x = log_lambda."""
    return brentq(lambda x: x + np.log(x) - log_lambda, 1e-9, log_lambda + 1)


def formula_x(T, rate=beta, freq=nu):
    return solve_front(np.log(freq * T / rate))


def exposure(E, T, rate=beta, storage=0.0, freq=nu):
    """Exposure by direct quadrature over the actual ramp, plus storage."""
    half = 0.5 * (T - T_start)
    temps = T_start + half * (nodes + 1)
    E = np.asarray(E, dtype=float)
    ramp = half * np.exp(-E[..., None] / (k * temps)) @ weights
    return freq * (ramp / rate + storage * np.exp(-E / (k * T_start)))


def direct_barrier(T, target=1.0, rate=beta, storage=0.0):
    """Barrier (eV) whose exposure equals target, from the definition."""
    def mismatch(E):
        return np.log(float(exposure(E, T, rate, storage)) / target)
    return brentq(mismatch, 0.3, 2.5)


# --- Dimensionless integral, its bounds, and the order of the error ---
def scaled_integral(x):
    """exp(x) times the integral of exp(-x/s) for s from 0 to 1."""
    return quad(lambda s: np.exp(x - x / s), 0, 1,
                epsabs=1e-13, epsrel=1e-11, limit=200)[0]


for x_test in (3.0, 10.0, 35.0, 70.0):
    assert 1 / (x_test + 2) < scaled_integral(x_test) < 1 / x_test

order_ratios = []
for log_lambda in (20.0, 40.0, 80.0):
    x_lead = solve_front(log_lambda)
    x_low = solve_front(log_lambda + 2) - 2
    x_true = brentq(lambda x: log_lambda - x + np.log(scaled_integral(x)),
                    0.5 * log_lambda, log_lambda)
    assert x_low < x_true < x_lead
    ratio = (x_lead - x_true) * (x_lead + 1) / 2
    assert abs(ratio - 1) < 3 / x_lead
    order_ratios.append(ratio)
assert (abs(order_ratios[2] - 1) < abs(order_ratios[1] - 1)
        < abs(order_ratios[0] - 1))

# --- Front at the reading temperature: formula against quadrature ---
kT = k * T_read
log_arg = np.log(nu * T_read / beta)
x = formula_x(T_read)
E_formula = x * kT
E_direct = direct_barrier(T_read)
x_direct = E_direct / kT
assert abs(x_direct - (x - 2 / (x + 1))) < 5 / x**2

# --- Peak of the annealing rate from the rate equation itself ---
def rate_per_kelvin(T):
    return nu / beta * np.exp(-E_formula / (k * T))


history = solve_ivp(lambda T, n: -rate_per_kelvin(T) * n, (T_start, 440.0),
                    [1.0], method="DOP853", rtol=1e-11, atol=1e-14,
                    max_step=0.5, dense_output=True)
assert history.success
peak = minimize_scalar(lambda T: -rate_per_kelvin(T) * history.sol(T)[0],
                       bounds=(375.0, 425.0), method="bounded",
                       options={"xatol": 1e-7})
T_peak = peak.x
S_peak = history.sol(T_peak)[0]
assert abs(T_peak - T_read) < 0.01       # flat maximum limits the location
assert np.exp(-1) < S_peak < np.exp(-x / (x + 2))

# --- Equivalent hold time ---
t_hold = T_read / (beta * x)
hold_exposure = nu * t_hold * np.exp(-E_direct / kT)
hold_ratio = float(exposure(E_direct, T_read)) / hold_exposure
assert x / (x + 2) < hold_ratio < 1

# --- Motion of the front with temperature and heating rate ---
slope = k * x * (x + 2) / (x + 1)
slope_direct = (direct_barrier(405.0) - direct_barrier(395.0)) / 10
assert abs(slope_direct / slope - 1) < 0.005
w = kT * x / (x + 1)
rate_shift = direct_barrier(T_read, rate=10 * beta) - E_direct
rate_shift_formula = -w * np.log(10)
assert abs(rate_shift / rate_shift_formula - 1) < 0.01

# --- Sharpness, and count of annealed defects for a flat spectrum ---
width_formula = w * np.log(np.log(10) / np.log(10 / 9))
width_direct = (direct_barrier(T_read, np.log(10 / 9))
                - direct_barrier(T_read, np.log(10)))
assert abs(width_direct / width_formula - 1) < 0.01
barriers = np.linspace(0, 2, 10001)
count_edge = trapezoid(-np.expm1(-exposure(barriers, T_read)), barriers)
count_formula = E_direct + np.euler_gamma * w
assert abs(count_edge - count_formula) < 2e-4

# --- Storage before the ramp ---
E_store = k * T_start * np.log(nu * t_store)
T_cross = brentq(lambda T: formula_x(T) * k * T - E_store, 301.0, 390.0)
cross_shift = direct_barrier(T_cross, storage=t_store) - E_store
assert 0.4 < cross_shift / (k * T_cross) < 0.7   # equation fails here
read_shift = direct_barrier(T_read, storage=t_store) - E_direct
assert 0 <= read_shift < 1e-5                    # and is safe here

# --- Sizes of neglected effects ---
nu_shift = formula_x(T_read, freq=10 * nu) * kT - E_formula
u = h * nu / kT
quantum_factor = np.sinh(u / 2) / np.sin(u / 2)
quantum_shift = formula_x(T_read, freq=nu * quantum_factor) * kT - E_formula
energy_drop = 0.1                                # eV, rough assumption
reverse_fraction = 1 / (1 + np.exp(energy_drop / kT))
E_cryst, T_cryst = 2.3, 430.0                    # eV, K, rough assumptions
x_cryst = E_cryst / (k * T_cryst)
nu_cryst = beta / T_cryst * x_cryst * np.exp(x_cryst)
cryst_fraction = -np.expm1(-float(exposure(E_cryst, T_read, freq=nu_cryst)))

print(f"Attempt frequency: {nu:.1e} 1/s")
print(f"Heating rate: {beta:.1f} K/s")
print(f"Ramp start: {T_start:.0f} K; reading at {T_read:.0f} K")
print(f"kT at reading: {kT * 1e3:.3f} meV")
print(f"nu*T/beta: {nu * T_read / beta:.3e} (no unit)")
print(f"ln(nu*T/beta): {log_arg:.4f} (no unit)")
print(f"First estimate L - ln L: {log_arg - np.log(log_arg):.4f} (no unit)")
print(f"x from the equation: {x:.4f}; ln x: {np.log(x):.4f} (no unit)")
print(f"x of 1/e front, direct: {x_direct:.4f} (no unit)")
print(f"Correction -2/(x+1): {-2 / (x + 1):.4f} (no unit)")
print(f"Front barrier, equation: {E_formula:.4f} eV")
print(f"Front barrier, direct 1/e: {E_direct:.4f} eV")
print(f"Equation minus direct: {(E_formula - E_direct) * 1e3:.2f} meV")
for L, r in zip((20, 40, 80), order_ratios):
    print(f"Error over 2/(x+1) at ln(nu*T/beta)={L}: {r:.4f} (no unit)")
print(f"Peak-rate temperature, rate equation: {T_peak:.3f} K")
print(f"Survival at that peak: {S_peak:.4f} (no unit)")
print(f"Equivalent hold time: {t_hold:.1f} s")
print(f"Ramp exposure over hold exposure: {hold_ratio:.4f} (no unit)")
print(f"Front slope, formula: {slope * 1e3:.4f} meV/K")
print(f"Front slope, direct: {slope_direct * 1e3:.4f} meV/K")
print(f"Shift for 10x heating rate, formula: {rate_shift_formula*1e3:.2f} meV")
print(f"Shift for 10x heating rate, direct: {rate_shift * 1e3:.2f} meV")
print(f"Front scale w: {w * 1e3:.2f} meV")
print(f"10-90 % width, formula: {width_formula * 1e3:.2f} meV")
print(f"10-90 % width, direct: {width_direct * 1e3:.2f} meV")
print(f"Flat-spectrum count edge, formula: {count_formula:.4f} eV")
print(f"Flat-spectrum count edge, direct: {count_edge:.4f} eV")
print(f"Storage time at ramp start: {t_store:.0f} s")
print(f"Storage front: {E_store:.4f} eV")
print(f"Ramp front overtakes storage front at: {T_cross:.1f} K")
print(f"Direct front above both there by: {cross_shift * 1e3:.2f} meV")
print(f"Storage effect on front at reading: {read_shift * 1e3:.4f} meV")
print(f"Neglected, 10x attempt frequency: {nu_shift * 1e3:+.2f} meV")
print(f"Neglected, 1 K thermometer error: {slope * 1e3:.2f} meV")
print(f"Neglected, quantum rate factor: {quantum_factor:.3f} (no unit)")
print(f"Neglected, quantum shift of front: {quantum_shift * 1e3:+.2f} meV")
print(f"Assumed energy drop for reverse jumps: {energy_drop:.1f} eV")
print(f"Neglected, reverse-jump population: {reverse_fraction * 100:.1f} %")
print(f"Assumed crystallization: {E_cryst:.1f} eV, peak {T_cryst:.0f} K")
print(f"Neglected, crystallized at reading: {cryst_fraction * 100:.2f} %")
print("all good")
```

Printed output:

```
Attempt frequency: 1.0e+13 1/s
Heating rate: 0.1 K/s
Ramp start: 300 K; reading at 400 K
kT at reading: 34.469 meV
nu*T/beta: 4.000e+16 (no unit)
ln(nu*T/beta): 38.2277 (no unit)
First estimate L - ln L: 34.5841 (no unit)
x from the equation: 34.6815; ln x: 3.5462 (no unit)
x of 1/e front, direct: 34.6283 (no unit)
Correction -2/(x+1): -0.0561 (no unit)
Front barrier, equation: 1.1954 eV
Front barrier, direct 1/e: 1.1936 eV
Equation minus direct: 1.83 meV
Error over 2/(x+1) at ln(nu*T/beta)=20: 0.9076 (no unit)
Error over 2/(x+1) at ln(nu*T/beta)=40: 0.9512 (no unit)
Error over 2/(x+1) at ln(nu*T/beta)=80: 0.9751 (no unit)
Peak-rate temperature, rate equation: 400.000 K
Survival at that peak: 0.3880 (no unit)
Equivalent hold time: 115.3 s
Ramp exposure over hold exposure: 0.9482 (no unit)
Front slope, formula: 3.0724 meV/K
Front slope, direct: 3.0679 meV/K
Shift for 10x heating rate, formula: -77.14 meV
Shift for 10x heating rate, direct: -77.19 meV
Front scale w: 33.50 meV
10-90 % width, formula: 103.34 meV
10-90 % width, direct: 103.53 meV
Flat-spectrum count edge, formula: 1.2130 eV
Flat-spectrum count edge, direct: 1.2130 eV
Storage time at ramp start: 1000 s
Storage front: 0.9524 eV
Ramp front overtakes storage front at: 320.7 K
Direct front above both there by: 16.52 meV
Storage effect on front at reading: 0.0030 meV
Neglected, 10x attempt frequency: +77.21 meV
Neglected, 1 K thermometer error: 3.07 meV
Neglected, quantum rate factor: 1.127 (no unit)
Neglected, quantum shift of front: +4.02 meV
Assumed energy drop for reverse jumps: 0.1 eV
Neglected, reverse-jump population: 5.2 %
Assumed crystallization: 2.3 eV, peak 430 K
Neglected, crystallized at reading: 0.80 %
all good
```
